# Langreth Rules with the Imaginary Branch for Initial Correlations

## 1. Contour, components and conventions

Set \(\hbar=1\). The contour \(C\) starts at \(t_0\), runs forward along the real axis to \(T\), returns to \(t_0\), and descends to \(t_0-i\beta\). A real time is written \(t_-\) on the forward branch and \(t_+\) on the backward branch. The turning time \(T\) is at least as late as every external real time. "Later" on the contour means further along this path: every \(t_+\) is later than every \(t'_-\), and the vertical branch is later than both horizontal ones.

We consider functions of the form

\[
k(z,z')=k^\delta(z)\delta(z,z')+\theta(z,z')k^>(z,z')+\theta(z',z)k^<(z,z'), \tag{1}
\]

where \(\theta(z,z')=1\) if \(z\) is later than \(z'\), and zero otherwise. The functions \(k^\gtrless\) are integrable. At real times, they and \(k^\delta\) depend on the time but not on the branch that carries it. The functions may be matrices, whose order is kept.

Contour-ordered correlators have this property. Let \(H(t)\) be the same on both horizontal branches, and let \(U\) be the evolution operator. Then \(A(t_\pm)=U(t_0,t)AU(t,t_0)\), since any evolution forward beyond \(t\) and back cancels. The branch can affect only the ordering. On the vertical branch the evolution is generated by \(H_M\), which contains \(-\mu N\), and the initial state is \(\rho=e^{-\beta H_M}/Z\). Interactions in \(H_M\) are allowed.

With \(\Delta k=k^>-k^<\), the real-time components are

\[
\begin{aligned}
k^<(t,t')&=k(t_-,t'_+),\qquad k^>(t,t')=k(t_+,t'_-),\\
k^R(t,t')&=k^\delta(t)\delta(t-t')+\theta(t-t')\Delta k(t,t'),\\
k^A(t,t')&=k^\delta(t)\delta(t-t')-\theta(t'-t)\Delta k(t,t').
\end{aligned} \tag{2}
\]

The components with imaginary-branch arguments are

\[
\begin{aligned}
k^\rceil(t,\tau)&=k(t_\pm,t_0-i\tau),\qquad
k^\lceil(\tau,t)=k(t_0-i\tau,t_\pm),\\
k^M(\tau,\tau')&=k(t_0-i\tau,t_0-i\tau').
\end{aligned} \tag{3}
\]

The vertical branch is later, so \(k^\rceil\) is a lesser-type and \(k^\lceil\) a greater-type function. On this branch \(dz=-i\,d\tau\). The normalization \(\int_C dz'\,\delta(z,z')=1\) therefore requires

\[
\delta(t_0-i\tau,t_0-i\tau')=i\delta(\tau-\tau'), \tag{4}
\]

because \((-i)(i)=1\). Two kinds of integration will occur:

\[
f\cdot g=\int_{t_0}^{T}dx\,f(x)g(x),\qquad
f\star g=-i\int_0^\beta ds\,f(s)g(s). \tag{5}
\]

A delta function at an endpoint is given full weight, as the contour delta function requires.

## 2. The convolution preserves the structure

Let

\[
c(z,z')=\int_C d\bar z\,a(z,\bar z)b(\bar z,z'). \tag{6}
\]

Take \(a\) and \(b\) regular first. We must show that \(c\) also depends on the branch through ordering alone.

Move \(z\) from \(t_-\) to \(t_+\), with \(z'\) outside the loop \(t_-\to T\to t_+\). For \(\bar z\) outside the loop, the integrand is unchanged. Inside it, \(a(t_-,\bar z)=a^<(t,x)\) on both passes, while \(a(t_+,\bar z)=a^>(t,x)\) on both passes. In either case \(b(x_-,z')=b(x_+,z')\), because the whole loop lies on one side of \(z'\). The two passes have opposite \(d\bar z\) and cancel. Hence

\[
c(t_-,z')=c(t_+,z')\quad\text{if }z'\text{ lies outside the loop}. \tag{7}
\]

The same argument with the roles of \(a\) and \(b\) exchanged applies to moving \(z'\).

This covers every placement. If \(t<t'\), moving the second argument gives \(c(t_-,t'_-)=c(t_-,t'_+)=c^<\) and \(c(t_+,t'_+)=c(t_+,t'_-)=c^>\). If \(t>t'\), moving the first gives \(c(t_-,t'_-)=c(t_+,t'_-)=c^>\) and \(c(t_+,t'_+)=c(t_-,t'_+)=c^<\). A vertical argument is outside every horizontal loop, so the mixed components are also independent of the branch.

## 3. Lesser and greater components

For \(c^<\), put \(z=t_-\) and \(z'=t'_+\), and split the contour at these points:

| Part of \(C\) | Integrand |
|---|---|
| \(t_0\to t\), forward | \(a^>(t,x)b^<(x,t')\) |
| \(t\to T\), forward | \(a^<(t,x)b^<(x,t')\) |
| \(T\to t'\), backward | \(a^<(t,x)b^<(x,t')\) |
| \(t'\to t_0\), backward | \(a^<(t,x)b^>(x,t')\) |
| vertical | \(a^\rceil(t,s)b^\lceil(s,t')\) |

Reversing the limits on the backward branch gives

\[
\begin{aligned}
c^<={}&\int_{t_0}^{t}dx\,a^>b^<+\int_t^Tdx\,a^<b^<
-\int_{t'}^Tdx\,a^<b^<\\
&-\int_{t_0}^{t'}dx\,a^<b^>+a^\rceil\star b^\lceil. 
\end{aligned} \tag{8}
\]

The second and third integrals share an integrand, and

\[
\int_t^T-\int_{t'}^T=\int_t^{t'}=\int_{t_0}^{t'}-\int_{t_0}^{t}. \tag{9}
\]

Thus \(T\) drops out, leaving

\[
c^<=\int_{t_0}^{t}dx\,(a^>-a^<)b^<
-\int_{t_0}^{t'}dx\,a^<(b^>-b^<)+a^\rceil\star b^\lceil. \tag{10}
\]

By (2), the first difference with its upper limit is \(a^R\), and the second with its minus sign is \(b^A\):

\[
c^<=a^R\cdot b^<+a^<\cdot b^A+a^\rceil\star b^\lceil. \tag{11}
\]

For \(c^>\), put \(z=t_+\) and \(z'=t'_-\). The splitting is now at \(t'\) on the forward branch and at \(t\) on the backward branch:

\[
\begin{aligned}
c^>={}&\int_{t_0}^{t'}dx\,a^>b^<+\int_{t'}^Tdx\,a^>b^>
-\int_t^Tdx\,a^>b^>\\
&-\int_{t_0}^{t}dx\,a^<b^>+a^\rceil\star b^\lceil.
\end{aligned} \tag{12}
\]

The middle pair equals \(\int_{t_0}^{t}a^>b^>-\int_{t_0}^{t'}a^>b^>\). Collecting equal limits,

\[
\begin{aligned}
c^>&=\int_{t_0}^{t}dx\,(a^>-a^<)b^>
-\int_{t_0}^{t'}dx\,a^>(b^>-b^<)+a^\rceil\star b^\lceil\\
&=a^R\cdot b^>+a^>\cdot b^A+a^\rceil\star b^\lceil. 
\end{aligned} \tag{13}
\]

The vertical term is the same in (11) and (13).

## 4. Retarded and advanced components

Subtract (10) from the first line of (13). The vertical terms cancel:

\[
\begin{aligned}
\Delta c(t,t')
&=\int_{t_0}^{t}dx\,\Delta a\,\Delta b
-\int_{t_0}^{t'}dx\,\Delta a\,\Delta b\\
&=\int_{t'}^{t}dx\,\Delta a(t,x)\Delta b(x,t'). 
\end{aligned} \tag{14}
\]

For \(t>t'\), every \(x\) in the range satisfies \(t'<x<t\), so the factors are \(a^R\) and \(b^R\). Outside this range their product vanishes. For \(t<t'\), (2) gives \(c^A=-\Delta c=\int_t^{t'}dx\,\Delta a\Delta b\), and the two minus signs in \(a^Ab^A\) multiply to one. Hence

\[
c^R=a^R\cdot b^R,\qquad c^A=a^A\cdot b^A. \tag{15}
\]

The initial state can still enter \(a^R\) and \(b^R\) themselves, for instance through an interacting self-energy. What (15) excludes is an additional vertical convolution.

## 5. Components with an imaginary-branch argument

With \(z=t_-\) and \(z'=t_0-i\tau\), the horizontal part is

\[
\int_{t_0}^{t}dx\,a^>b^\rceil+\int_t^Tdx\,a^<b^\rceil
-\int_{t_0}^{T}dx\,a^<b^\rceil
=\int_{t_0}^{t}dx\,\Delta a\,b^\rceil. \tag{16}
\]

With \(z=t_0-i\tau\) and \(z'=t_-\), it is

\[
\int_{t_0}^{t}dx\,a^\lceil b^<+\int_t^Tdx\,a^\lceil b^>
-\int_{t_0}^{T}dx\,a^\lceil b^>
=-\int_{t_0}^{t}dx\,a^\lceil\Delta b. \tag{17}
\]

If both arguments are vertical, the horizontal integrand is \(a^\lceil(\tau,x)b^\rceil(x,\tau')\) on both passes, which cancel. Adding the vertical integrals gives

\[
\begin{aligned}
c^\rceil&=a^R\cdot b^\rceil+a^\rceil\star b^M,\\
c^\lceil&=a^\lceil\cdot b^A+a^M\star b^\lceil,\\
c^M&=a^M\star b^M.
\end{aligned} \tag{18}
\]

The Matsubara component is therefore closed: it does not depend on what happens after \(t_0\).

## 6. Singular parts and three factors

Let \(a\) and \(b\) now denote the regular parts, with the singular parts written separately. Sifting in (6) adds

\[
a^\delta(z)b(z,z')+a(z,z')b^\delta(z')
+a^\delta(z)b^\delta(z)\delta(z,z'). \tag{19}
\]

For the lesser component, the first two terms are \(a^\delta(t)b^<(t,t')\) and \(a^<(t,t')b^\delta(t')\). These are the contributions of the delta functions in \(a^R\) and \(b^A\) to (11). The greater case is the same. In (15), the three terms of (19) arise from the delta functions in the two retarded or the two advanced factors.

In the mixed rules, a singular part at a real time comes from \(a^R\) or \(b^A\). One at an imaginary time comes from the Matsubara factor; for example,

\[
-i\int_0^\beta ds\,a^\rceil(t,s)\,i b^\delta(s)\delta(s-\tau)
=a^\rceil(t,\tau)b^\delta(\tau). \tag{20}
\]

For two singular Matsubara parts, \((-i)(i)(i)=i\), as (4) requires. Thus (11), (13), (15) and (18) hold for the full form (1).

Because \(ab\) has the same structure, the rules can be iterated. For three factors,

\[
(abd)^<=(ab)^R\cdot d^<+(ab)^<\cdot d^A+(ab)^\rceil\star d^\lceil.
\]

Inserting (15), (11) and (18) for \(ab\) gives

\[
\begin{aligned}
(abd)^<={}&a^R\cdot b^R\cdot d^<+a^R\cdot b^<\cdot d^A
+a^<\cdot b^A\cdot d^A\\
&+a^R\cdot b^\rceil\star d^\lceil
+a^\rceil\star b^M\star d^\lceil
+a^\rceil\star b^\lceil\cdot d^A. 
\end{aligned} \tag{21}
\]

The last three terms contain the imaginary branch.

## 7. Pointwise products

Polarization bubbles and similar diagrams contain products without an integration. Here \(a\) and \(b\) are regular scalar components. A singular factor would require a separate prescription for the other factor at equal times.

For the parallel product \(p(z,z')=a(z,z')b(z,z')\), both factors have the same order, so \(p^\gtrless=a^\gtrless b^\gtrless\). Adding and subtracting \(a^>b^<\),

\[
\Delta p=a^>b^>-a^<b^<=(\Delta a)b^<+a^>(\Delta b). \tag{22}
\]

Multiplication by \(\theta(t-t')\) or \(-\theta(t'-t)\) gives

\[
p^R=a^Rb^<+a^>b^R,\qquad p^A=a^Ab^<+a^>b^A. \tag{23}
\]

For the crossed product \(q(z,z')=a(z,z')b(z',z)\), reversing the arguments of \(b\) reverses its order:

\[
q^\gtrless(t,t')=a^\gtrless(t,t')b^\lessgtr(t',t). \tag{24}
\]

Write \(\bar b=b(t',t)\). Adding and subtracting \(a^<\bar b^<\),

\[
\Delta q=a^>\bar b^<-a^<\bar b^>
=(\Delta a)\bar b^<-a^<\Delta\bar b. \tag{25}
\]

For \(t>t'\), the first argument of \(\bar b\) is the earlier one, so \(-\Delta\bar b=b^A(t',t)\). For \(t<t'\), \(\Delta\bar b=b^R(t',t)\), and \(q^A=-\Delta q\). Therefore

\[
\begin{aligned}
q^R(t,t')&=a^R(t,t')b^<(t',t)+a^<(t,t')b^A(t',t),\\
q^A(t,t')&=a^A(t,t')b^<(t',t)+a^<(t,t')b^R(t',t).
\end{aligned} \tag{26}
\]

The other components follow by substituting the arguments:

\[
\begin{aligned}
p^\rceil&=a^\rceil b^\rceil,\quad p^\lceil=a^\lceil b^\lceil,\quad p^M=a^Mb^M,\\
q^\rceil(t,\tau)&=a^\rceil(t,\tau)b^\lceil(\tau,t),\quad
q^\lceil(\tau,t)=a^\lceil(\tau,t)b^\rceil(t,\tau),\\
q^M(\tau,\tau')&=a^M(\tau,\tau')b^M(\tau',\tau).
\end{aligned} \tag{27}
\]

There is no vertical integral, since there is no internal time.

## 8. Where thermal boundary conditions enter

Nothing above related \(k\) at \(t_0\) to \(k\) at \(t_0-i\beta\). The Langreth rules are statements about ordering and do not need the Kubo–Martin–Schwinger (KMS) conditions. Those conditions enter when a differential equation is turned into a Dyson equation.

Consider two spinless fermion levels with energies \(\epsilon_1,\epsilon_2\) and real hopping \(V\), all of which may differ between the vertical and horizontal branches. On the vertical branch the energies are measured from \(\mu\). Define \(G_{ij}(z,z')=-i\langle T_C d_i(z)d_j^\dagger(z')\rangle\), where \(T_C\) includes the fermion sign. From \(-i\partial_{z'}d_2^\dagger=d_1^\dagger V+d_2^\dagger\epsilon_2\),

\[
-i\partial_{z'}G_{12}(z,z')-G_{12}(z,z')\epsilon_2(z')
=G_{11}(z,z')V(z'). \tag{28}
\]

There is no delta function because \(\{d_1,d_2^\dagger\}=0\). Let \(g_2\) be the function of isolated level 2, so that \([i\partial_z-\epsilon_2(z)]g_2(z,z')=\delta(z,z')\). Inserting this delta function and integrating by parts,

\[
\begin{aligned}
G_{12}(z,z')&=\int_Cd\bar z\,G_{12}(z,\bar z)
[i\partial_{\bar z}-\epsilon_2(\bar z)]g_2(\bar z,z')\\
&=i\big[G_{12}(z,\bar z)g_2(\bar z,z')\big]_{\bar z=t_0}^{t_0-i\beta}
+\int_Cd\bar z\,G_{11}(z,\bar z)V(\bar z)g_2(\bar z,z').
\end{aligned} \tag{29}
\]

Cyclicity of the thermal trace and the fermion sign make both functions in the bracket change sign between its endpoints. Their product does not change, so the bracket vanishes. Thus \(G_{12}=G_{11}Vg_2\), and (11), with the singular factor \(V(z)\delta(z,z')\), gives

\[
G_{12}^<=G_{11}^R\cdot Vg_2^<+G_{11}^<\cdot Vg_2^A
+G_{11}^\rceil\star V_Mg_2^\lceil, \tag{30}
\]

where \(V_M\) is the hopping in the initial Hamiltonian. If \(V_M=0\), the last term vanishes and the horizontal rule suffices here. In general, dropping the vertical branch requires its total contribution to vanish.

## 9. A sudden change of two coupled levels

Take energies in units of \(J\), the magnitude of the initial hopping, and times in \(1/J\). Let \(\beta=2\), \(\mu=0\) and \(t_0=0\). Initially \((\epsilon_1,\epsilon_2,V_M)=(1,0.5,-1)\). For \(t>0\) the values are \((-1,0.5,-0.5)\).

At \(t=t'=0\), both real-time intervals in (30) have zero length. The vertical term alone gives \(G_{12}^<=0.2955i\). Since \(G_{12}^<(t,t)=i\langle d_2^\dagger d_1\rangle\), the initial coherence between the levels is \(0.2955\).

The later coherence determines the particle flow. From \(i\dot d_1=\epsilon_1d_1+Vd_2\) and its adjoint, the \(\epsilon_1\) terms cancel, and

\[
\begin{aligned}
\dot n_1&=iV\big(\langle d_2^\dagger d_1\rangle-\langle d_1^\dagger d_2\rangle\big)\\
&=iV\big(-iG_{12}^<-i(G_{12}^<)^*\big)=2V\,\mathrm{Re}\,G_{12}^<(t,t).
\end{aligned} \tag{31}
\]

At \(t=1\), the real parts of the three terms in (30) give

\[
-0.0856+0.1161-0.3097=-0.2792,
\]

so \(\dot n_1=2(-0.5)(-0.2792)=0.2792\,J\). The horizontal terms of (30) alone would give \(-0.0305\,J\), which has the wrong sign. The size and sign of this error depend on which Dyson form is truncated. The equation of motion in the first argument gives the equally exact form \(G_{12}=g_1VG_{22}\), whose horizontal terms give \(+0.0574\,J\) at \(t=1\): the right sign, but about a fifth of the full rate. At \(t=2\), the full rate is \(-0.1284\,J\) and the horizontal terms of (30) give \(-0.0828\,J\), too small in magnitude by about 36% of the full rate. The vertical contribution has not died out at this time in this two-level system.

If the initial hopping is set to zero, with the other parameters kept, the horizontal terms at \(t=2\) give \(0.0186-0.0655i\), in agreement with the exact value.

The three-factor rule can be seen in the occupation of level 1. The argument leading to (29), applied to the first argument of \(G\), gives \(G_{11}=g_1+g_1VG_{21}\) and \(G_{21}=g_2VG_{11}\). Hence

\[
G_{11}=g_1+g_1\Sigma G_{11},\qquad
\Sigma(z,z')=V(z)g_2(z,z')V(z'). \tag{32}
\]

At \(t=t'=2\), the first three terms of (21) sum to \(-0.0963-0.0371i\), and the three terms with the imaginary branch sum to \(0.0963+0.4776i\). Their total is \(0.4405i\). Since \(G_{11}^<(t,t)=in_1\), the coupled level holds \(0.4405\) more particles than the isolated one. The horizontal sum alone has a real part, which this equal-time difference cannot have.

A density response illustrates the crossed product. Define \(\chi(z,z')=-i\langle T_C\delta n_1(z)\delta n_1(z')\rangle\), where \(\delta n_1=n_1-\langle n_1\rangle\). For this noninteracting system Wick's theorem gives, in the greater order,

\[
\langle\delta n_1(t)\delta n_1(t')\rangle
=\langle d_1^\dagger(t)d_1(t')\rangle\langle d_1(t)d_1^\dagger(t')\rangle
=[-iG_{11}^<(t',t)][iG_{11}^>(t,t')].
\]

The prefactors multiply to one. The lesser order follows by exchanging the two points, so \(\chi(z,z')=-iG_{11}(z,z')G_{11}(z',z)\). Rule (26) at \(t=1.6\), \(t'=0.5\) gives \(\chi^R=0.0413\), equal to the value of \(-i\langle[n_1(t),n_1(t')]\rangle\) computed from many-body matrices.

The numerical check also integrates (6) directly along the contour for arbitrary smooth kernels on which no KMS condition is imposed. The largest absolute difference from the convolution rules is \(1.4\times10^{-14}\), in the dimensionless units of that test.

## Table of computed values

```
Units: hbar=1, energy J, time 1/J; chemical potential 0 J
Inverse temperature: 2.0 1/J
Initial level 1, level 2, hopping: 1.0, 0.5, -1.0 J
Later level 1, level 2, hopping: -1.0, 0.5, -0.5 J
Time 0.0 1/J; level-1 occupation 0.258335 (dimensionless)
  G11^R V g2^<: +0.000000 +0.000000i (dimensionless)
  G11^< V g2^A: -0.000000 -0.000000i (dimensionless)
  imaginary branch: +0.000000 +0.295506i (dimensionless)
  sum of three terms: +0.000000 +0.295506i (dimensionless)
  exact G12^<: +0.000000 +0.295506i (dimensionless)
  dn1/dt, all terms: -0.000000 J
  dn1/dt, horizontal terms only: -0.000000 J
Time 1.0 1/J; level-1 occupation 0.454035 (dimensionless)
  G11^R V g2^<: -0.085598 -0.079743i (dimensionless)
  G11^< V g2^A: +0.116147 +0.119623i (dimensionless)
  imaginary branch: -0.309720 -0.037925i (dimensionless)
  sum of three terms: -0.279171 +0.001955i (dimensionless)
  exact G12^<: -0.279171 +0.001955i (dimensionless)
  dn1/dt, all terms: +0.279171 J
  dn1/dt, horizontal terms only: -0.030549 J
Time 2.0 1/J; level-1 occupation 0.559751 (dimensionless)
  G11^R V g2^<: -0.010270 -0.144822i (dimensionless)
  G11^< V g2^A: +0.093031 +0.305551i (dimensionless)
  imaginary branch: +0.045604 -0.317348i (dimensionless)
  sum of three terms: +0.128365 -0.156619i (dimensionless)
  exact G12^<: +0.128365 -0.156619i (dimensionless)
  dn1/dt, all terms: -0.128365 J
  dn1/dt, horizontal terms only: -0.082761 J
Initially uncoupled, time 2.0 1/J (dimensionless):
  exact G12^<: +0.018584 -0.065457i
  horizontal terms: +0.018584 -0.065457i
Six terms of (g1 Sigma G11)^< at 2.0 1/J (dimensionless):
  R R <: -0.130504 -0.108749i
  R < A: -0.000000 +0.096548i
  < A A: +0.034165 -0.024857i
  R right left: +0.045179 +0.208361i
  right M left: +0.039725 +0.107980i
  right left A: +0.011436 +0.161265i
  sum: +0.000000 +0.440548i
  exact G11^< - g1^<: -0.000000 +0.440548i
Responses at times 1.6 and 0.5 1/J (dimensionless):
  density, commutator: +0.041269 -0.000000i
  density, product rule: +0.041269 +0.000000i
  pair, commutator: +0.175402 -0.286088i
  pair, product rule: +0.175402 -0.286088i
Largest error, arbitrary contour kernels: 1.4e-14 (dimensionless)
Largest error, Green functions: 5.9e-15 (dimensionless)
Largest error, two-factor Dyson rules: 4.4e-16 (dimensionless)
Largest error, pointwise products: 2.5e-15 (dimensionless)
```
